**Cylindrical hyperlens: angular order, transfer factor and image in the resist**

A ring $a<r<b$ with radial permittivity $\varepsilon_r$ and azimuthal permittivity $\varepsilon_\theta$ surrounds a resist core, with the magnetic field along the axis. A mask field $\sum h_me^{im\theta}$ at $r=b$ becomes $\sum T_mh_me^{im\theta}$ at $r=a$, so the order $m$ is kept and the period shrinks by $a/b$. The program asserts that the Bessel formula for $T_m$ agrees with direct radial integration and with a two-dimensional finite-difference solution that uses no angular expansion. It also asserts the small-radius limit and its lower bound, the WKB form of one radial solution, the drift of a wave packet, the dose contrast, and the approach of a stack of thin films to the effective medium. For lossless orders 60 to 80, $|T_m|$ stays above 0.77 when $\varepsilon_r$ is negative and below 0.005 when its sign is flipped. In the 365 nm example with orders ±12, the field period falls from 251 nm to 126 nm with $|T_{12}|=1.26$, against 0.0096 for a ring of plain resist. The output also shows the limits: a dose contrast of 0.18, an image depth of 13 nm, and a strong effect of 10 nm films on order 24.

## Check in Python

```python
# Cylindrical hyperlens: ring a<r<b with radial permittivity er and azimuthal
# permittivity et around a resist core ec; H along the axis, exp(-i w t).
# Result under test: H(b)=sum h_m exp(i m theta) gives H(a)=sum T_m h_m exp(i m theta),
# so angular order is kept and periods shrink by a/b; T_m =
# 1/[C(b)+(et/ec) D_m S(b)], C and S being Bessel solutions of order m sqrt(et/er),
# D_m = x J_m'(x)/J_m(x), x = k0 sqrt(ec) a.  Lengths are in nm.
import numpy as np
import mpmath as mp
import scipy.sparse as sp
from scipy.sparse.linalg import splu
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import jv, jvp
from scipy.constants import h, hbar, c, e

mp.mp.dps = 35
wavelength = 365.0
k0 = 2 * np.pi / wavelength
a, b = 240.0, 480.0
eps_metal, eps_diel = -2.4 + 0.25j, 3.2
n_resist, n_silica = 1.7, 1.47
ec = n_resist**2
film = 10.0
N = 12
L = np.log(b / a)


def effective(em, ed):
    """Equal-thickness concentric films: (er, et)."""
    return 2 * em * ed / (em + ed), (em + ed) / 2


def core_slope(m, x):
    """x J_m'(x)/J_m(x)."""
    return float(m - x * mp.besselj(m + 1, x) / mp.besselj(m, x))


def transfer_march(orders, layers):
    """T_m by Runge-Kutta integration of the radial Maxwell equations.
    layers: (r_in, r_out, er, et), from inside to outside."""
    m = np.atleast_1d(np.array(orders, dtype=float))
    x = k0 * np.sqrt(ec) * layers[0][0]
    F = np.ones(len(m), dtype=complex)
    G = np.array([core_slope(int(q), x) for q in m]) / ec + 0j  # r F'/et
    for r1, r2, er, et in layers:
        span = np.log(r2 / r1)
        steps = max(4, int(np.ceil(span / 5e-4)))
        du = span / steps

        def rate(u, f, g):
            r = r1 * np.exp(u)
            return et * g, (m**2 / er - (k0 * r)**2) * f
        for i in range(steps):
            u = i * du
            f1, g1 = rate(u, F, G)
            f2, g2 = rate(u + du / 2, F + du / 2 * f1, G + du / 2 * g1)
            f3, g3 = rate(u + du / 2, F + du / 2 * f2, G + du / 2 * g2)
            f4, g4 = rate(u + du, F + du * f3, G + du * g3)
            F = F + du / 6 * (f1 + 2 * f2 + 2 * f3 + f4)
            G = G + du / 6 * (g1 + 2 * g2 + 2 * g3 + g4)
    return 1 / F


def fundamental(m, ra, rb, er, et):
    """C(rb), S(rb) from Bessel functions of complex order."""
    nu = m * mp.sqrt(mp.mpc(et) / mp.mpc(er))
    kap = k0 * mp.sqrt(mp.mpc(et))
    za, zb = kap * ra, kap * rb
    J, Y = mp.besselj, mp.bessely
    Ja, Ya, Jb, Yb = J(nu, za), Y(nu, za), J(nu, zb), Y(nu, zb)
    dJ = nu / za * Ja - J(nu + 1, za)
    dY = nu / za * Ya - Y(nu + 1, za)
    C = mp.pi / 2 * za * (dY * Jb - dJ * Yb)
    S = mp.pi / 2 * (Ja * Yb - Ya * Jb)
    return complex(C), complex(S)


def transfer_bessel(m, ra, rb, er, et):
    C, S = fundamental(m, ra, rb, er, et)
    return 1 / (C + et / ec * core_slope(m, k0 * np.sqrt(ec) * ra) * S)


er, et = effective(eps_metal, eps_diel)
er0, et0 = effective(eps_metal.real, eps_diel)
assert er0 < 0 < et0

# Bessel formula against direct integration
for m in (5, 12, 24):
    exact = transfer_bessel(m, a, b, er, et)
    direct = transfer_march(m, [(a, b, er, et)])[0]
    assert abs(exact / direct - 1) < 1e-6


# Two-dimensional finite differences on the whole disc, no angular expansion
def disc_solution(ripple):
    dr, nt = 4.0, 240
    nr, ia = int(b / dr), int(a / dr)
    dth = 2 * np.pi / nt
    th = dth * np.arange(nt)
    r = (np.arange(nr) + 0.5) * dr
    azim = np.full((nr, nt), ec, dtype=complex)
    azim[ia:] = et * (1 + ripple * np.cos(3 * th))
    radial = np.where(r < a, ec, er)
    W = np.zeros((nr + 1, nt), dtype=complex)
    W[1:nr] = (dr * np.arange(1, nr))[:, None] * 2 / (azim[:-1] + azim[1:]) / dr**2
    W[nr] = 2 * b / azim[-1] / dr**2
    diag = -(W[1:] + W[:-1]) + (k0**2 * r)[:, None]
    off = W[1:nr].ravel()
    ring = sp.diags([1, 1, -2, 1, 1], [-(nt - 1), -1, 0, 1, nt - 1], shape=(nt, nt))
    A = sp.diags([off, diag.ravel(), off], [-nt, 0, nt])
    A = A + sp.kron(sp.diags(1 / (r * radial * dth**2)), ring)
    mask = 2 * np.cos(5 * th) + 2 * np.cos(N * th)
    rhs = np.zeros((nr, nt), dtype=complex)
    rhs[-1] = -W[nr] * mask
    H = splu(A.tocsc()).solve(rhs.ravel()).reshape(nr, nt)
    wi, wo = 1 / azim[ia - 1], 1 / azim[ia]
    inner = (wi * H[ia - 1] + wo * H[ia]) / (wi + wo)
    coef = np.fft.fft(inner) / nt
    others = np.ones(nt, dtype=bool)
    others[[5, N, nt - 5, nt - N]] = False
    return coef, np.max(np.abs(coef[others]))


coef, stray = disc_solution(0.0)
coef_broken, stray_broken = disc_solution(0.2)
fd_error = max(abs(coef[m] / transfer_bessel(m, a, b, er, et) - 1) for m in (5, N))
assert fd_error < 0.03          # second-order grid error
assert stray < 1e-9 and stray_broken > 1e-3

# WKB form of S for the lossless lens
m_test = 40


def p_radial(r, m):
    return np.sqrt(et0 * ((k0 * r)**2 - m**2 / er0))


phase = quad(lambda r: p_radial(r, m_test) / r, a, b)[0]
amp = 1 / np.sqrt(p_radial(a, m_test) * p_radial(b, m_test))
S_exact = fundamental(m_test, a, b, er0, et0)[1]
assert abs(S_exact - amp * np.sin(phase)) < 0.03 * amp

# Small-radius limit, its lower bound, and the matched isotropic ring
s = np.sqrt(-et / er)
q = et / (ec * s)
small = 0.01
limit = 1 / (np.cos(N * s * L) + q * np.sin(N * s * L))
assert abs(transfer_bessel(N, small * a, small * b, er, et) / limit - 1) < 2e-3
s0 = np.sqrt(-et0 / er0)
q0 = et0 / (ec * s0)
bound = 1 / np.sqrt(1 + q0**2)
many = np.abs(transfer_march(np.arange(1, 201), [(small * a, small * b, er0, et0)]))
assert 0.998 * bound < many.min() < 1.02 * bound
plain_small = transfer_march(N, [(small * a, small * b, ec, ec)])[0]
assert abs(plain_small / (a / b)**N - 1) < 2e-3

# Sign of er decides whether high orders arrive (full-size, lossless)
high = np.arange(60, 81)
T_hyper = np.abs(transfer_march(high, [(a, b, er0, et0)]))
T_flip = np.abs(transfer_march(high, [(a, b, -er0, et0)]))
assert T_hyper.min() > 0.6 and T_flip.max() < 0.03


# Angular drift of a packet of inward running waves
def drift(m):
    A = m / (k0 * np.sqrt(-er0))
    return s0 * (np.arcsinh(A / a) - np.arcsinh(A / b))


ms = np.arange(16, 65)
kap0 = k0 * np.sqrt(et0)
run = np.array([complex(mp.hankel2(1j * m * s0, kap0 * a)
                        / mp.hankel2(1j * m * s0, kap0 * b)) for m in ms])
theta = np.linspace(-1.5, 1.5, 3001)
packet = np.exp(1j * np.outer(theta, ms)) @ (run * np.exp(-(ms - 40)**2 / 72))
weight = np.abs(packet)**2
centroid = -np.sum(theta * weight) / np.sum(weight)
assert abs(centroid / drift(40) - 1) < 0.03

# Dose |E|^2 ~ |grad H|^2 in the resist for the pair +N, -N
kc = k0 * n_resist
x_core = kc * a
D = core_slope(N, x_core)
V = (N**2 - D**2) / (N**2 + D**2)
ang = 2 * np.pi * np.arange(480) / 480


def H_core(x, y):
    return jv(N, kc * np.hypot(x, y)) * np.cos(N * np.arctan2(y, x))


X, Y, d = a * np.cos(ang), a * np.sin(ang), 0.01
dose = ((H_core(X + d, Y) - H_core(X - d, Y))**2
        + (H_core(X, Y + d) - H_core(X, Y - d))**2)
V_num = (dose.max() - dose.min()) / (dose.max() + dose.min())
assert abs(V_num - V) < 1e-4
Hrim = np.abs(H_core(X, Y))
assert Hrim[np.argmax(dose)] < 1e-6 * Hrim.max()


def mean_dose(r):
    return (N * jv(N, kc * r) / r)**2 + (kc * jvp(N, kc * r))**2


depth = brentq(lambda t: mean_dose(a - t) / mean_dose(a) - np.exp(-1), 0.1, 100)


# Real stack of films against the effective medium
def stack(thickness, metal_inside):
    count = int(round((b - a) / thickness))
    out = []
    for i in range(count):
        ep = eps_metal if (i % 2 == 0) == metal_inside else eps_diel
        out.append((a + i * thickness, a + (i + 1) * thickness, ep, ep))
    return out


orders = [0, 6, 12, 18, 24]
T = transfer_march(orders, [(a, b, er, et)])
TN = T[2]
err1 = abs(transfer_march(N, stack(1.0, True))[0] / TN - 1)
err05 = abs(transfer_march(N, stack(0.5, True))[0] / TN - 1)
assert err05 < 0.05 and err05 < 0.6 * err1
T_metal_in = transfer_march(orders, stack(film, True))
T_diel_in = transfer_march(orders, stack(film, False))

# Extra silver loss from electrons hitting the film surfaces (rough inputs)
v_fermi, plasma_eV = 1.39e6, 9.0
photon_eV = h * c / (wavelength * 1e-9) / e
gamma_eV = hbar * v_fermi / (film * 1e-9) / e
extra = plasma_eV**2 * gamma_eV / photon_eV**3
er_s, et_s = effective(eps_metal + 1j * extra, eps_diel)
T_scatter = transfer_march(N, [(a, b, er_s, et_s)])[0]

# Copy quality of the mask field cos(12 theta) + 0.5 cos(24 theta)
mask = np.cos(12 * ang) + 0.5 * np.cos(24 * ang)
image = T[2] * np.cos(12 * ang) + 0.5 * T[4] * np.cos(24 * ang)
overlap = abs(np.vdot(mask, image)) / np.linalg.norm(mask) / np.linalg.norm(image)
plain = jv(N, kc * a) / jv(N, kc * b)

print(f"wavelength {wavelength:.0f} nm, photon energy {photon_eV:.3f} eV, k0 {k0:.5f} 1/nm")
print(f"radii a, b: {a:.0f}, {b:.0f} nm; ratio a/b {a/b:.3f}; film {film:.0f} nm")
print(f"number of films {len(stack(film, True))}")
print(f"silver-like eps {eps_metal:.2f}, alumina-like eps {eps_diel:.2f}")
print(f"resist index {n_resist:.2f}, eps {ec:.2f}; silica index {n_silica:.2f}")
print(f"effective er {er:.3f}, et {et:.3f}")
print(f"without loss: er {er0:.3f}, et {et0:.3f}")
print(f"mask order N {N}")
print(f"field period at b {2*np.pi*b/N:.1f} nm, at a {2*np.pi*a/N:.1f} nm")
print(f"fringe period at b {np.pi*b/N:.1f} nm, at a {np.pi*a/N:.1f} nm")
print(f"finest plane-wave fringe in resist {wavelength/(2*n_resist):.1f} nm")
print(f"k0 n r: silica at b {k0*n_silica*b:.2f}, resist at a {x_core:.2f}")
print(f"s with loss {s:.4f}, without loss {s0:.4f}; ln(b/a) {L:.4f}")
print(f"q with loss {q:.4f}, without loss {q0:.4f}")
print(f"small-radius lossless lower bound on |T| {bound:.4f}, found {many.min():.4f}")
print(f"loss estimate (a/b)^(N Im s) {(a/b)**(N*s.imag):.3f}")
for m, t, t1, t2 in zip(orders, T, T_metal_in, T_diel_in):
    print(f"m={m}: |T| {abs(t):.3f}, phase {np.degrees(np.angle(t)):.1f} deg; "
          f"films: metal inside {abs(t1):.3f}, dielectric inside {abs(t2):.3f}")
print(f"plain resist ring, order N: |T| {abs(plain):.5f}; gain of lens {abs(TN/plain):.1f}")
print(f"lossless orders 60-80: min |T| {T_hyper.min():.3f}; er sign flipped: max |T| {T_flip.max():.5f}")
print(f"cutoff order at a for flipped er {k0*a*np.sqrt(-er0):.1f}")
print(f"drift for order N {drift(N):.4f} rad = {a*drift(N):.1f} nm at a; limit s ln(b/a) {s0*L:.4f} rad")
print(f"packet drift at order 40: found {centroid:.4f}, formula {drift(40):.4f} rad")
print(f"two-harmonic mask: T24/T12 {T[4]/T[2]:.3f}, overlap of image and mask {overlap:.3f}")
print(f"D_N {D:.3f}; dose contrast V {V:.4f}, from field gradient {V_num:.4f}")
print(f"depth where mean dose falls to 1/e {depth:.1f} nm")
print(f"disc solution: largest error of T {fd_error:.4f}")
print(f"stray orders: symmetric lens {stray:.1e}, 20% ripple in et {stray_broken:.3f}")
print(f"stack versus effective medium, order N: error {err1:.4f} (1 nm), {err05:.4f} (0.5 nm)")
print(f"surface scattering: inputs {v_fermi:.2e} m/s, {plasma_eV:.1f} eV; width {gamma_eV:.4f} eV")
print(f"added Im eps of silver {extra:.3f}; |T_N| becomes {abs(T_scatter):.3f}")
print("all good")
```

Printed output:

```
wavelength 365 nm, photon energy 3.397 eV, k0 0.01721 1/nm
radii a, b: 240, 480 nm; ratio a/b 0.500; film 10 nm
number of films 24
silver-like eps -2.40+0.25j, alumina-like eps 3.20
resist index 1.70, eps 2.89; silica index 1.47
effective er -16.922+7.288j, et 0.400+0.125j
without loss: er -19.200, et 0.400
mask order N 12
field period at b 251.3 nm, at a 125.7 nm
fringe period at b 125.7 nm, at a 62.8 nm
finest plane-wave fringe in resist 107.4 nm
k0 n r: silica at b 12.15, resist at a 7.02
s with loss 0.1414+0.0524j, without loss 0.1443; ln(b/a) 0.6931
q with loss 0.9602-0.0499j, without loss 0.9589
small-radius lossless lower bound on |T| 0.7218, found 0.7218
loss estimate (a/b)^(N Im s) 0.647
m=0: |T| 1.525, phase 163.4 deg; films: metal inside 1.298, dielectric inside 1.650
m=6: |T| 1.443, phase 162.5 deg; films: metal inside 1.256, dielectric inside 1.515
m=12: |T| 1.257, phase 153.6 deg; films: metal inside 1.241, dielectric inside 1.042
m=18: |T| 0.912, phase 156.1 deg; films: metal inside 1.088, dielectric inside 0.578
m=24: |T| 0.673, phase 166.5 deg; films: metal inside 0.979, dielectric inside 0.330
plain resist ring, order N: |T| 0.00963; gain of lens 130.5
lossless orders 60-80: min |T| 0.772; er sign flipped: max |T| 0.00432
cutoff order at a for flipped er 18.1
drift for order N 0.0428 rad = 10.3 nm at a; limit s ln(b/a) 0.1000 rad
packet drift at order 40: found 0.0836, formula 0.0837 rad
two-harmonic mask: T24/T12 0.522+0.119j, overlap of image and mask 0.977
D_N 9.955; dose contrast V 0.1847, from field gradient 0.1847
depth where mean dose falls to 1/e 13.1 nm
disc solution: largest error of T 0.0022
stray orders: symmetric lens 5.1e-15, 20% ripple in et 0.205
stack versus effective medium, order N: error 0.0351 (1 nm), 0.0175 (0.5 nm)
surface scattering: inputs 1.39e+06 m/s, 9.0 eV; width 0.0915 eV
added Im eps of silver 0.189; |T_N| becomes 0.893
all good
```
